# Radius and Width of a Chiral Skyrmion in the Circular-Wall Model: test program

```python
"""Circular-wall skyrmion at zero field: test of
    w = pi D/(4K),  R = w/sqrt(1-delta^2),  E = 8 pi A t sqrt(1-delta^2),
    delta = pi D/(4 sqrt(A K)) < 1.
A exchange stiffness, D interfacial chiral exchange, K effective anisotropy,
t film thickness, R radius where m_z = 0, w wall width, theta polar angle.
Reduced units: length sqrt(A/K), chiral strength d = D/sqrt(A K).
The wall energy is checked by quadrature, its minimum by direct search, and
the size against the full radial Euler equation.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad, simpson
from scipy.optimize import minimize, minimize_scalar, brentq
from scipy.sparse import diags, csc_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import j0, j1

pi = np.pi


def profile(R, w, r):
    """sin(theta), cos(theta), w*dtheta/dr for tan(theta/2)=sinh(R/w)/sinh(r/w)."""
    a, b = np.sinh(R / w), np.sinh(r / w)
    q = a * a + b * b
    return 2 * a * b / q, (b * b - a * a) / q, -2 * a * np.cosh(r / w) / q


def wall_integrals(x):
    """Radial, azimuthal, chiral and anisotropy integrals for R/w = x."""
    s = np.linspace(0, x + 25, 8001)
    sn, cs, slope = profile(x, 1.0, s)
    azimuthal = np.zeros_like(s)
    azimuthal[1:] = sn[1:]**2 / s[1:]
    return (simpson(slope**2 * s, x=s), simpson(azimuthal, x=s),
            simpson(slope * s + sn * cs, x=s), simpson(sn**2 * s, x=s))


def wall_energy(R, w, A, D, K, t):
    return 4 * pi * t * (A * (R / w + w / R) - pi * D * R / 2 + K * w * R)


def wall_formula(A, D, K, t):
    delta = pi * D / (4 * np.sqrt(A * K))
    w = pi * D / (4 * K)
    root = np.sqrt(1 - delta**2)
    return w / root, w, 8 * pi * A * t * root


# Wall integrals: leading values and the first neglected power
x_test = 12.0
I1, I2, I3, I4 = wall_integrals(x_test)
assert abs(I1 / (2 * x_test) - 1) < 1e-4
assert abs(I3 / (-pi * x_test) - 1) < 1e-4
assert abs(I4 / (2 * x_test) - 1) < 1e-4
azimuthal_coefficient = (I2 - 2 / x_test) * x_test**3
# the next power of w/R changes this coefficient by a few percent
assert abs(azimuthal_coefficient / (pi**2 / 6) - 1) < 0.05

# Direct two-variable search against the closed forms, from distant starts
for delta_test in (0.4, 0.9):
    D_test = 4 * delta_test / pi
    target = wall_formula(1.0, D_test, 1.0, 1.0)
    for start in ((1.5, 0.5), (-1.0, -1.0)):
        found = minimize(lambda v: wall_energy(np.exp(v[0]), np.exp(v[1]),
                                               1.0, D_test, 1.0, 1.0),
                         start, method="Nelder-Mead",
                         options=dict(xatol=1e-8, fatol=1e-12, maxiter=4000))
        assert np.allclose(np.exp(found.x), target[:2], rtol=1e-4)
        assert abs(found.fun - target[2]) < 1e-7

# Large skyrmions cost energy below the critical D and gain energy above it
J1, J2, J3, J4 = wall_integrals(200.0)
for delta_test, sign in ((0.98, 1), (1.02, -1)):
    d_test = 4 * delta_test / pi
    assert sign * (J1 + J2 - d_test**2 * J3**2 / (4 * J4)) > 0


def solve_profile(R, step):
    """Full Euler equation in reduced units: fix R, solve for theta and d."""
    n = int(np.ceil(R / step))
    h = R / n
    N = n + int(np.ceil(14 / h))
    r = h * np.arange(1, N)
    j = n - 1
    w = R / np.sqrt(1 + R * R)
    d = 4 * w / pi
    th = 2 * np.arctan2(np.sinh(R / w), np.sinh(r / w))
    th[j] = pi / 2
    keep = np.ones(N - 1)
    keep[j] = 0
    low = 1 / h**2 - 1 / (2 * h * r)
    up = 1 / h**2 + 1 / (2 * h * r)
    for _ in range(60):
        full = np.concatenate(([pi], th, [0.0]))
        F = (low * full[:-2] + up * full[2:] - 2 * th / h**2
             - 0.5 * np.sin(2 * th) * (1 + 1 / r**2) + d * np.sin(th)**2 / r)
        main = (-2 / h**2 - np.cos(2 * th) * (1 + 1 / r**2)
                + d * np.sin(2 * th) / r)
        T = diags([low[1:], main, up[:-1]], [-1, 0, 1])
        column = csc_matrix((np.sin(th)**2 / r,
                             (np.arange(N - 1), np.full(N - 1, j))),
                            shape=(N - 1, N - 1))
        change = spsolve((T @ diags(keep) + column).tocsc(), F)
        d -= change[j]
        size = np.max(np.abs(change))
        change[j] = 0
        th = th - change
        if size < 1e-8:
            break
    else:
        raise RuntimeError("radial solver did not converge")
    return d, h * np.arange(N + 1), np.concatenate(([pi], th, [0.0]))


def exact_d(R):
    """Chiral strength that gives radius R, extrapolated to zero grid step."""
    n = int(np.ceil(R / 0.01))
    coarse = solve_profile(R, R / (n - 1e-6))[0]
    fine = solve_profile(R, R / (2 * n - 1e-6))[0]
    return (4 * fine - coarse) / 3


# Accuracy of the radius formula over a range of delta
accuracy = []
for R_red in (1.0, 2.0, 4.0, 8.0, 16.0):
    dl = pi * exact_d(R_red) / 4
    accuracy.append((dl, R_red, R_red * np.sqrt(1 - dl**2) / dl))


# Limit of true radius / formula radius, from the first-order wall distortion
def distortion(s):
    gd = 2 * np.arctan(np.tanh(s / 2))
    h = np.tanh(s) - 2 / pi * (np.tanh(s) / np.cosh(s) + gd)
    return (h * np.cosh(s))**2


c_shape = 2 * quad(distortion, 0, 12)[0]
limit_factor = np.sqrt(1 - c_shape / 2)
# corrections fall as 1/R^2, so two radii in ratio 2 give the limit
extrapolated = (4 * accuracy[4][2] - accuracy[3][2]) / 3
assert abs(extrapolated - limit_factor) < 0.003
assert 1 - extrapolated > 0.01

# Worked example, lengths in nm and energies in eV
A, D, K, t = 0.10, 0.022, 0.0036, 0.4
Ms, temperature, spacing = 0.6e6, 300.0, 0.25
kT = const.k * temperature / const.e
length = np.sqrt(A / K)
d_example = D / np.sqrt(A * K)
delta = pi * d_example / 4
D_critical = 4 * np.sqrt(A * K) / pi
R, w, E = wall_formula(A, D, K, t)


def ansatz_energy(Rv, wv):
    a1, a2, a3, a4 = wall_integrals(Rv / wv)
    return 2 * pi * t * (A * (a1 + a2) + D * wv * a3 + K * wv**2 * a4)


def energy_at_ratio(x):
    a1, a2, a3, a4 = wall_integrals(x)
    return 2 * pi * t * (A * (a1 + a2) - D**2 * a3**2 / (4 * K * a4))


best = minimize_scalar(energy_at_ratio, bounds=(0.5, 10), method="bounded",
                       options=dict(xatol=1e-7))
assert 0.6 < best.x < 9.5
b3, b4 = wall_integrals(best.x)[2:]
w_ansatz = -D * b3 / (2 * K * b4)
R_ansatz = best.x * w_ansatz

R_red = brentq(lambda v: exact_d(v) - d_example, 0.8, 8.0, xtol=1e-5)
R_exact = R_red * length
d_grid, r, th = solve_profile(R_red, 0.004)
slope = np.gradient(th, r)
sn, cs = np.sin(th), np.cos(th)
az = np.zeros_like(r)
az[1:] = sn[1:]**2 / r[1:]
unit = 2 * pi * t * A
E_exchange = unit * simpson(slope**2 * r + az, x=r)
E_chiral = unit * d_grid * simpson(slope * r + sn * cs, x=r)
E_anisotropy = unit * simpson(sn**2 * r, x=r)
E_exact = E_exchange + E_chiral + E_anisotropy
w_exact = -length / slope[np.argmin(np.abs(r - R_red))]
# scaling identity of the full problem, and the variational bound
assert abs(E_chiral + 2 * E_anisotropy) < 1e-3 * E_anisotropy
assert E_exact < best.fun + 1e-4

# Thermal spread of R: closed form against a finite-difference Hessian
var_R = kT * R**3 / (8 * pi * t * K * w**3)
e = 1e-3


def f(i, k):
    return wall_energy(R + i * e, w + k * e, A, D, K, t)


H_RR = (f(1, 0) - 2 * f(0, 0) + f(-1, 0)) / e**2
H_ww = (f(0, 1) - 2 * f(0, 0) + f(0, -1)) / e**2
H_Rw = (f(1, 1) - f(1, -1) - f(-1, 1) + f(-1, -1)) / (4 * e**2)
hessian = np.array([[H_RR, H_Rw], [H_Rw, H_ww]])
assert np.all(np.linalg.eigvalsh(hessian) > 0)
assert abs(kT * np.linalg.inv(hessian)[0, 0] / var_R - 1) < 1e-3

# Zero-radius energy: pure exchange of the scale-free profile is 8 pi A t
zero_radius = quad(lambda q: ((2 / (1 + q * q))**2
                   + (np.sin(2 * np.arctan2(1, q)) / q)**2) * q, 0, np.inf)[0]
assert abs(2 * pi * zero_radius - 8 * pi) < 1e-6
E_collapse = 8 * pi * A * t
barrier = E_collapse - E_exact


# Stray field beyond the local anisotropy term, for a Neel skyrmion
def nonlocal_factor(k, thick):
    return 1 + np.expm1(-k * thick) / (k * thick)


k0, t0 = 0.3, 2.0
volume = 2 * dblquad(lambda y, z: k0 / 2 * np.exp(-k0 * (z - y)),
                     0, t0, 0, lambda z: z)[0] / t0
assert abs(volume - nonlocal_factor(k0, t0)) < 1e-8
surface = quad(lambda z: np.exp(-k0 * z), 0, t0)[0] / t0
assert abs(1 - surface - nonlocal_factor(k0, t0)) < 1e-8


def simpson_weights(n, h):
    v = np.ones(n)
    v[1:-1:2], v[2:-1:2] = 4, 2
    return v * h / 3


rg, kg = np.linspace(0, 90, 1801), np.linspace(0, 3, 401)
wr = simpson_weights(rg.size, rg[1]) * rg
wk = simpson_weights(kg.size, kg[1]) * kg / (2 * pi)
B0, B1 = j0(np.outer(kg, rg)), j1(np.outer(kg, rg))
factor = np.zeros_like(kg)
factor[1:] = nonlocal_factor(kg[1:], t)
stray_density = const.mu_0 * Ms**2 / 2 / const.e * 1e-27


def stray_energy(Rv, wv):
    s, c, _ = profile(Rv, wv, rg)
    fz, fr = 2 * pi * B0 @ (wr * (c - 1)), 2 * pi * B1 @ (wr * s)
    return (-stray_density * t * np.sum(wk * factor * fz**2),
            stray_density * t * np.sum(wk * factor * fr**2))


s, c, _ = profile(R, w, rg)
for field, kernel in ((c - 1, B0), (s, B1)):
    transform = 2 * pi * kernel @ (wr * field)
    direct = 2 * pi * np.sum(wr * field**2)
    assert abs(np.sum(wk * transform**2) / direct - 1) < 1e-3

E_surface, E_volume = stray_energy(R_ansatz, w_ansatz)
with_stray = minimize(lambda v: ansatz_energy(*np.exp(v))
                      + sum(stray_energy(*np.exp(v))),
                      np.log([R_ansatz, w_ansatz]), method="Nelder-Mead",
                      options=dict(xatol=1e-6, fatol=1e-10, maxiter=600))
R_stray, w_stray = np.exp(with_stray.x)
assert with_stray.success and 0.5 * R_ansatz < R_stray < 2 * R_ansatz

# Exchange energy of the wall on a row of discrete spins
sites = spacing * np.arange(-400, 401)
angles = 2 * np.arctan(np.exp(-sites / w))
discrete = 2 * A / spacing * np.sum(1 - np.cos(np.diff(angles)))
discreteness = discrete / (2 * A / w) - 1
assert abs(discreteness / (-(spacing / w)**2 / 12) - 1) < 0.02

print(f"Exchange stiffness A = {A:.3f} eV/nm")
print(f"Chiral exchange D = {D:.4f} eV/nm^2")
print(f"Effective anisotropy K = {K:.4f} eV/nm^3")
print(f"Film thickness t = {t:.2f} nm")
print(f"Magnetization = {Ms/1e6:.2f} MA/m")
print(f"Temperature = {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"Length sqrt(A/K) = {length:.3f} nm")
print(f"Critical D = {D_critical:.5f} eV/nm^2")
print(f"delta = D/D_critical = {delta:.4f} (no unit)")
print(f"Formula: w = {w:.3f} nm = {10*w:.2f} angstrom")
print(f"Formula: R = {R:.3f} nm = {10*R:.2f} angstrom")
print(f"Formula: R/w = {R/w:.3f} (no unit)")
print(f"Formula: energy = {E:.4f} eV")
print(f"Same profile, full integrals: w = {w_ansatz:.3f} nm")
print(f"Same profile, full integrals: R = {R_ansatz:.3f} nm")
print(f"Same profile, full integrals: energy = {best.fun:.4f} eV")
print(f"Euler equation: w from slope at R = {w_exact:.3f} nm")
print(f"Euler equation: R = {R_exact:.3f} nm")
print(f"Euler equation: energy = {E_exact:.4f} eV")
print(f"  exchange part = {E_exchange:.4f} eV")
print(f"  chiral part = {E_chiral:.4f} eV")
print(f"  anisotropy part = {E_anisotropy:.4f} eV")
print(f"Formula R error = {100*(R/R_exact-1):.2f} percent")
print(f"Formula energy error = {100*(E/E_exact-1):.2f} percent")
print("delta, true R/sqrt(A/K), true R/formula R (no units):")
for row in accuracy:
    print(f"  {row[0]:.5f}  {row[1]:5.1f}  {row[2]:.4f}")
print(f"Azimuthal coefficient at R/w=12: {azimuthal_coefficient:.4f}")
print(f"  its large-R limit pi^2/6 = {pi**2/6:.4f} (no unit)")
print(f"Shape constant c = {c_shape:.5f} (no unit)")
print(f"Limit of true R/formula R = {limit_factor:.5f} (no unit)")
print(f"  same, extrapolated from solver = {extrapolated:.5f}")
print(f"Stray energy, surface charges = {E_surface:.4f} eV")
print(f"Stray energy, volume charges = {E_volume:.4f} eV")
print(f"R with stray field, same profile = {R_stray:.3f} nm")
print(f"w with stray field, same profile = {w_stray:.3f} nm")
print(f"R change by stray field = {100*(R_stray/R_ansatz-1):.2f} percent")
print(f"Spin spacing = {spacing:.2f} nm")
print(f"Discreteness change of exchange = {100*discreteness:.4f} percent")
print(f"Harmonic thermal spread of R = {np.sqrt(var_R):.2f} nm")
print(f"Zero-radius energy 8 pi A t = {E_collapse:.4f} eV")
print(f"Continuum collapse barrier = {barrier:.4f} eV")
print(f"Barrier/kT = {barrier/kT:.1f} (no unit)")
print("success")
```

Running it gives:

```
Exchange stiffness A = 0.100 eV/nm
Chiral exchange D = 0.0220 eV/nm^2
Effective anisotropy K = 0.0036 eV/nm^3
Film thickness t = 0.40 nm
Magnetization = 0.60 MA/m
Temperature = 300 K, kT = 0.02585 eV
Length sqrt(A/K) = 5.270 nm
Critical D = 0.02416 eV/nm^2
delta = D/D_critical = 0.9107 (no unit)
Formula: w = 4.800 nm = 48.00 angstrom
Formula: R = 11.618 nm = 116.18 angstrom
Formula: R/w = 2.421 (no unit)
Formula: energy = 0.4153 eV
Same profile, full integrals: w = 4.854 nm
Same profile, full integrals: R = 13.700 nm
Same profile, full integrals: energy = 0.4469 eV
Euler equation: w from slope at R = 4.847 nm
Euler equation: R = 13.817 nm
Euler equation: energy = 0.4464 eV
  exchange part = 1.6457 eV
  chiral part = -2.3987 eV
  anisotropy part = 1.1993 eV
Formula R error = -15.91 percent
Formula energy error = -6.95 percent
delta, true R/sqrt(A/K), true R/formula R (no units):
  0.70820    1.0  0.9969
  0.86148    2.0  1.1789
  0.96277    4.0  1.1231
  0.99211    8.0  1.0109
  0.99810   16.0  0.9871
Azimuthal coefficient at R/w=12: 1.6868
  its large-R limit pi^2/6 = 1.6449 (no unit)
Shape constant c = 0.07903 (no unit)
Limit of true R/formula R = 0.98004 (no unit)
  same, extrapolated from solver = 0.97914
Stray energy, surface charges = -0.0199 eV
Stray energy, volume charges = 0.0119 eV
R with stray field, same profile = 14.434 nm
w with stray field, same profile = 4.861 nm
R change by stray field = 5.35 percent
Spin spacing = 0.25 nm
Discreteness change of exchange = -0.0226 percent
Harmonic thermal spread of R = 3.18 nm
Zero-radius energy 8 pi A t = 1.0053 eV
Continuum collapse barrier = 0.5590 eV
Barrier/kT = 21.6 (no unit)
success
```
